\section*{Knudsen Diffusivity of a Cylindrical Pore from Cosine Wall Emission, part 2}

Precursor gas moves down a deep, narrow hole, modelled as a smooth circular cylinder of diameter $d$, length $L$ and aspect ratio $X=L/d$. In the basic model, point molecules fly from wall to wall without gas collisions, wall residence or reaction. Each hit is followed by diffuse (cosine) emission, with no memory of the old direction.

The angle $\psi$ is measured from the cylinder axis, and $\alpha$ from the inward normal in the cross-section. The direction of flight has normal, tangential and axial components
\begin{equation}
u_n=\sin\psi\cos\alpha,\qquad
u_t=\sin\psi\sin\alpha,\qquad
u_z=\cos\psi .
\label{eq:components}
\end{equation}
A flight has path length $\ell$, duration $\tau$ and signed axial jump $z$:
\begin{equation}
\ell=\frac{d\cos\alpha}{\sin\psi},\qquad
z=d\cos\alpha\cot\psi .
\label{eq:pathjump}
\end{equation}
The emission probability is
\begin{equation}
dP=\frac1\pi\sin^2\psi\cos\alpha\,d\psi\,d\alpha
=\left(\frac2\pi\sin^2\psi\,d\psi\right)
\left(\frac12\cos\alpha\,d\alpha\right).
\label{eq:factor}
\end{equation}

The speed is $v$, and its mean in the gas is $\bar v=\sqrt{8kT/(\pi m)}$, with $k$ the Boltzmann constant, $T$ the temperature and $m$ the molecular mass. With $\langle\ell\rangle=d$ and "em" marking an average over emitted molecules,
\begin{equation}
\langle\tau\rangle=\langle\ell\rangle\left\langle\frac1v\right\rangle_{\rm em}=\frac d{\bar v}.
\label{eq:tau}
\end{equation}
The mean-square jump and the diffusivity $D$ are
\begin{equation}
\langle z^2\rangle=\frac{2}{3}d^2,\qquad
D=\frac{\langle z^2\rangle}{2\langle\tau\rangle}=\frac{d\,\bar v}{3}.
\label{eq:claim}
\end{equation}
Equivalently,
\begin{equation}
D=\langle v_z^2\,\tau_r\rangle_V ,
\label{eq:gk}
\end{equation}
where $v_z$ is the axial velocity, $\tau_r$ is the time remaining until the first wall hit, and $V$ denotes an average over molecules in the volume at one instant. These molecules are uniform over the cross-section and isotropic in direction. The remaining distance to the wall, projected onto the cross-section, is $c_r$, so $\tau_r=c_r/(v\sin\psi)$. Averages of $c_r$ use parallel chords of the disc at offset $b$ from its centre.

The example is trimethylaluminium monomers ($72.09$ g/mol) near $1$ Torr, with $d=100$ nm, $L=5000$ nm and $T=573$ K. It has $\bar v=410$ m/s, $\langle\tau\rangle=0.244$ ns and $D=0.137$ cm$^2$/s.

\subsection{The distribution of axial jumps}

A finite pore is sensitive to the whole distribution of jumps. Let $x=|z|/d$, and let $K(x)$ be the probability density per unit of signed $z/d$. At fixed $\alpha$, the relation $x=\cos\alpha\cot\psi$ gives $|d\psi/dx|=\sin^2\psi/\cos\alpha$. It also gives $\sin^2\psi=1/(1+\cot^2\psi)=\cos^2\alpha/(\cos^2\alpha+x^2)$. Therefore
\begin{equation}
K(x)=\frac1\pi\int_{-\pi/2}^{\pi/2}\sin^4\psi\,d\alpha
=\frac1\pi\int_{-\pi/2}^{\pi/2}
\frac{\cos^4\alpha}{(\cos^2\alpha+x^2)^2}\,d\alpha .
\end{equation}
Write $\cos^2\alpha=(\cos^2\alpha+x^2)-x^2$ and square it. The integrand becomes
\begin{equation}
1-\frac{2x^2}{\cos^2\alpha+x^2}+\frac{x^4}{(\cos^2\alpha+x^2)^2}.
\end{equation}
The substitution $t=\tan\alpha$ gives, for $a>0$,
\begin{equation}
I(a)=\int_{-\pi/2}^{\pi/2}\frac{d\alpha}{a+\cos^2\alpha}
=\int_{-\infty}^{\infty}\frac{dt}{at^2+a+1}
=\frac{\pi}{\sqrt{a(a+1)}} .
\end{equation}
The integral with the squared denominator is $-dI/da=\pi(2a+1)/\{2[a(a+1)]^{3/2}\}$. Setting $a=x^2$ yields
\begin{align}
K(x)&=1-\frac{2x}{\sqrt{1+x^2}}+\frac{x(2x^2+1)}{2(1+x^2)^{3/2}}\nonumber\\
&=1-\frac{x(2x^2+3)}{2(1+x^2)^{3/2}} .
\label{eq:K}
\end{align}

Let $S(x)$ be the probability of a jump longer than $xd$ in one chosen direction. With $q=\sqrt{1+x^2}$ it is
\begin{equation}
S(x)=\frac{x^2+\frac12}{q}-x=\frac1{2q(q+x)^2}.
\label{eq:S}
\end{equation}
To verify the first form, differentiate it:
\begin{equation}
S'=\frac{2x(1+x^2)-x(x^2+\frac12)}{(1+x^2)^{3/2}}-1
=\frac{x(2x^2+3)}{2(1+x^2)^{3/2}}-1=-K .
\end{equation}
The second form follows from $x^2+\frac12=q^2-\frac12$ and $q-x=1/(q+x)$:
\begin{equation}
S=\frac1{q+x}-\frac1{2q}=\frac{q-x}{2q(q+x)}=\frac1{2q(q+x)^2}.
\end{equation}
It vanishes at infinity, as required, and gives $S(0)=1/2$. It is also the better form for computation, because it contains no subtraction of nearly equal numbers.

For large $x$, $S\to1/(8x^3)$ and $K\to3/(8x^4)$. The variance is finite, but $\langle|z|^3\rangle$ diverges logarithmically and $\langle z^4\rangle$ diverges linearly with the upper limit. A random-sampling estimate of $\langle z^2\rangle$ consequently has infinite variance and converges slowly. Bounded quantities make better tests of a sampling routine. One is the fraction of jumps with $|z|>5d$, which is $2S(5)=0.00192$.

Jumps longer than the pore carry the following share of the variance, to leading order in $d/L$:
\begin{equation}
\frac{2\int_X^\infty x^2\,(3/8x^4)\,dx}{2/3}=\frac{3/(4X)}{2/3}=\frac{9d}{8L}.
\end{equation}
For $L/d=50$ this is $2.25\,\%$. It is a measure of the long flights that a finite pore cuts off, and not by itself the error in the flux.

A direct sampling routine draws $u_n=\sqrt U$ with $U$ uniform on $(0,1)$, and a uniform angle $\varphi$ around the normal. The other components are $u_z=\sqrt{1-U}\cos\varphi$ and $u_t=\sqrt{1-U}\sin\varphi$. Since $\sin^2\psi=u_n^2+u_t^2$, the jump is
\begin{equation}
z=d\,\frac{u_nu_z}{u_n^2+u_t^2}.
\end{equation}
The denominator should be formed as this sum. The equivalent $1-u_z^2$ loses digits for flights nearly parallel to the axis.

\subsection{Transmission through a finite pore}

Let an open pore connect a gas of number density $n_0$ to a vacuum. The transmission probability $W$ is the fraction of entering molecules that leave at the far end. If the density falls linearly from $n_0$ to zero, Fick's law gives the flux $Dn_0/L$. The entering flux is $n_0\bar v/4$. Hence
\begin{equation}
W_{\rm F}=\frac{Dn_0/L}{n_0\bar v/4}=\frac{4D}{\bar vL}=\frac{4d}{3L}.
\label{eq:fick}
\end{equation}
This is the leading result for $L\gg d$. It ignores the adjustment of the density near the two open ends and the rare flights whose length is comparable with that of the pore.

The jump distribution removes this restriction. Let $w(y)$ be the probability that a molecule emitted from the wall at axial position $yd$ finally leaves at the far end. It either leaves in its next flight or lands elsewhere on the wall and starts again:
\begin{equation}
w(y)=S(X-y)+\int_0^XK(|y-y'|)\,w(y')\,dy' .
\label{eq:integral}
\end{equation}

The first landing point follows from detailed balance. At equilibrium, the rate at which molecules emitted from a ring of area $\pi d\,dz$ leave directly through the entrance is $(n_0\bar v/4)\,\pi d\,dz\,S(z/d)$. It equals the rate at which entering molecules first land on that ring. Division by the total entering rate $(n_0\bar v/4)\,\pi d^2/4$ gives a first-landing density $4S(y)$ per unit $y=z/d$.

Differentiation shows that $(xq-x^2)/2$ is an antiderivative of $S$:
\begin{equation}
\frac12\left(q+\frac{x^2}{q}-2x\right)=\frac{2x^2+1}{2q}-x=S(x).
\end{equation}
The fraction that lands before the far end is therefore $2X(Q-X)=2X/(Q+X)$, with $Q=\sqrt{1+X^2}$. The rest passes straight through, and
\begin{equation}
W=\frac1{(Q+X)^2}+4\int_0^XS(y)\,w(y)\,dy .
\label{eq:W}
\end{equation}

For a numerical solution, divide the wall into cells of width $hd$ and take $w$ constant in each. The probability of a jump from the midpoint of cell $i$ to another cell $j$ is
\begin{equation}
P_{ij}=S\!\left(|y_i-y_j|-\frac h2\right)-S\!\left(|y_i-y_j|+\frac h2\right),
\qquad i\ne j,
\end{equation}
and $P_{ii}=1-2S(h/2)$. Equation \eqref{eq:integral} becomes a set of linear equations. Smearing a jump over a cell adds approximately $h^2/12$ to its variance in units of $d^2$, which is a relative excess of $h^2/8$.

At $L/d=5$ this method gives $W=0.1909$. Ray tracing of 200\,000 molecules gives $0.1913$, with a statistical standard error of about $0.0009$. At $L/d=200$ the ratio $W/W_{\rm F}$ is $0.988$ with $h=0.125$. The finite cell width raises this value by about $0.4\,\%$, and the limit of small cells is $0.984$. About half of the excess is the added jump variance $h^2/8$; the other half arises because molecules that first land anywhere in a cell are restarted from its midpoint. The diffusion formula is thus about $1.6\,\%$ too high there. For the example, \eqref{eq:fick} gives $0.0267$ and the integral equation gives $0.0253$, lower by $5.2\,\%$ relative to the diffusion value.

\subsection{Specular reflection and wall residence}

Suppose a hit is diffuse with probability $f$ and specular otherwise. Specular reflection from a smooth cylinder preserves the speed, the axial velocity and the size of $\alpha$. The next flight therefore has the same axial jump and duration. A run of $N$ such flights has displacement $Nz$ and time $N\tau$, with probability $f(1-f)^{N-1}$.

The geometric sums $\sum_N Nr^{N-1}=(1-r)^{-2}$ and $\sum_N N(N+1)r^{N-1}=2(1-r)^{-3}$, taken at $r=1-f$, give $\langle N\rangle=1/f$ and $\langle N^2\rangle=2/f^2-1/f$. The axial velocity is constant during a run, so the run takes the place of the single flight in the formula for $D$:
\begin{equation}
D_f=\frac{\langle N^2\rangle\langle z^2\rangle}{2\langle N\rangle\langle\tau\rangle}
=\frac{2-f}{f}\,D .
\end{equation}
For an assumed $f=0.95$ the factor is $1.05/0.95=1.105$. A small specular fraction raises the diffusivity by about twice that fraction.

A molecule may also stay on the wall for a mean time $\tau_s$ after each hit. At low coverage, where molecules do not compete for sites, it is in flight for a fraction $\langle\tau\rangle/(\langle\tau\rangle+\tau_s)$ of the time. The diffusivity of a labelled molecule falls by this factor:
\begin{equation}
D_{\rm tracer}=\frac{D}{1+\tau_s/\langle\tau\rangle}.
\end{equation}
The steady flux for a given gradient of gas density does not change, because waiting alters neither the sequence of jumps nor the density in flight.

With an assumed binding energy $E=0.30$ eV and attempt rate $\nu=10^{13}$ s$^{-1}$, the estimate $\tau_s=\nu^{-1}e^{E/kT}$ gives $0.0435$ ns at $573$ K. The tracer factor is $1/(1+0.0435/0.2438)=0.85$. This number depends exponentially on $E$, so it sets a scale and is not a prediction for a particular surface.

\subsection{Reaction at the wall}

Let a molecule be lost with probability $\beta$ at each hit. The hit rate per molecule in the gas is $1/\langle\tau\rangle=\bar v/d$. The steady diffusion equation is
\begin{equation}
D\frac{d^2n}{dz^2}=\beta\frac{\bar v}{d}n,
\qquad\text{or}\qquad
\frac{d^2n}{dz^2}=\frac{3\beta}{d^2}n .
\end{equation}
Define $\kappa=\sqrt{3\beta}/d$ and $Y=\kappa L$. With $n(0)=n_0$ and $n(L)=0$, the solution is $n=n_0\sinh[\kappa(L-z)]/\sinh Y$. The flux at the far end is $-Dn'(L)=Dn_0\kappa/\sinh Y$. Division by the inert flux $Dn_0/L$ gives
\begin{equation}
\frac{W_\beta}{W_0}=\frac{Y}{\sinh Y},\qquad Y=\frac Ld\sqrt{3\beta}.
\label{eq:reactive}
\end{equation}
This estimate requires both $L\gg d$ and a decay length $1/\kappa\gg d$, hence $\beta\ll1$. It also requires that $Y$ not be large. Molecules that cross the pore without touching the wall cannot react, and for $L\gg d$ they alone give a ratio of about $3d/(16L)$. The estimate falls exponentially with $Y$ and fails well before it reaches this floor. At $L/d=50$, where the floor is about $0.004$, the integral equation with loss gives $0.034$ against an estimate of $0.030$ at $Y=6$, and $0.012$ against $0.0054$ at $Y=8$.

For an assumed constant $\beta=0.001$, the example has $Y=50\sqrt{0.003}=2.74$ and an estimated ratio of $0.356$. To include loss in the integral equation, multiply the integrals in \eqref{eq:integral} and \eqref{eq:W} by $1-\beta$. The result, in the limit of small cells, is $0.335$. At $L/d=200$, with $\beta$ reduced to keep $Y$ fixed, it is about $0.35$, closer to the diffusion estimate. Reaction does not change $D$ in this model, but here it removes about two-thirds of the transmitted flux.

\subsection{Gas collisions, molecular size and film growth}

Let collisions interrupt a flight with mean free path $\lambda$ and randomize the velocity completely. If the wall is a distance $\ell_r$ away, the mean distance flown before either event is
\begin{equation}
\int_0^{\ell_r}e^{-s/\lambda}\,ds=\lambda\left(1-e^{-\ell_r/\lambda}\right).
\end{equation}
The volume formula for $D$ then becomes
\begin{equation}
D_\lambda=\left\langle v\cos^2\psi\;\lambda\left(1-e^{-\ell_r/\lambda}\right)\right\rangle_V .
\end{equation}
It tends to $d\bar v/3$ for $\lambda\gg d$. For $\lambda\ll d$ it tends to $\lambda\bar v/3$, since the isotropic average of $\cos^2\psi$ is $1/3$.

At a total pressure $p=1$ Torr and an assumed molecular diameter $\sigma=0.6$ nm, $\lambda=kT/(\sqrt2\,\pi\sigma^2p)$ is about $37\,000$ nm, or $370d$. This treats every gas molecule as a precursor molecule. The computed reduction of $D$ is $0.7\,\%$, larger than $d/\lambda=0.27\,\%$.

The excess comes from flights nearly parallel to the axis. With $\ell_r=c_r/\sin\psi$, the first correction to the mean distance is $-\ell_r^2/(2\lambda)$. Its isotropic average contains $\int d\psi/\psi$ near each end of the axis, cut off at $\psi\sim d/\lambda$. The two ends together contribute $\langle c_r^2\rangle\ln(\lambda/d)/(2\lambda)$. Chords of the disc, of radius $R=d/2$, give
\begin{equation}
\langle c_r^2\rangle=\frac1{\pi R^2}\int_{-R}^{R}\frac83(R^2-b^2)^{3/2}db
=R^2=\frac{d^2}{4}.
\end{equation}
Relative to $d/3$, the leading reduction is $(3d/8\lambda)\ln(\lambda/d)=0.6\,\%$, which accounts for most of the computed value. These figures hold for a pore much longer than $\lambda$. The example hole, with $L=50d$, is shorter than $\lambda$, so its ends cut off the long flights first; to first order in $1/\lambda$ the same collisions lower its transmission by only about $0.4\,\%$.

The centre of a molecule of diameter $\sigma$ moves in a bore of diameter $d-\sigma$, which lowers $D$ by $0.6\,\%$. A film $10$ nm thick on each side leaves an $80$ nm bore and lowers $D$ by $20\,\%$ at fixed temperature. The steady molecular flow through a long open pore scales as area times diffusivity, hence as $d^3$. By this long-pore scaling, at fixed length and entrance density, it falls to about $0.8^3=0.51$ of its initial value.

\subsection{Comparison with a real process}

The dimensions, temperature and pressure of the example are rough values for alumina deposition in a deep memory-type hole; $573$ K is towards the warm side for this precursor. The values of $\sigma$, $E$, $\nu$, $f$ and $\beta$ are assumptions, not measurements. Real holes can taper or bow, and they narrow during growth, so a uniform fixed diameter is a poor assumption for a complete deposition. The $20\,\%$ fall in $D$ shows the size of this effect for a $10$ nm film. A real reaction probability also changes as surface sites are consumed, so the constant-$\beta$ result describes a fixed surface state, not a full precursor pulse. A hole with a closed bottom needs a different end condition, although the jump law on its cylindrical wall is unchanged.

For a long pore with an inert, diffuse wall, a diffusion calculation should use the local open diameter both in $D=d\bar v/3$ and in the cross-sectional area that multiplies the flux, provided that this diameter varies slowly over a distance $d$. Near an opening of a uniform cylinder, or when its $L/d$ is not large, the jump distribution \eqref{eq:K} is the safer starting point. The numerical output below gives the values for the stated example.

\section*{Computed results}
\begin{verbatim}
Emission normalization: 1.000000
Mean path / d: 1.000000
Mean absolute axial jump / d: 0.500000
Mean-square axial jump / d^2: 0.666667
Mean-square path / d^2: 1.333333
Flux mean of 1/v times vbar: 1.000000
D/(d vbar), volume average: 0.333333
Ray-traced mean flight time * vbar/d: 0.9975
Probability |z| > 5 d: 0.001923
W at L/d=5, integral equation: 0.1909
W at L/d=5, ray tracing: 0.1913
W/(4d/3L) at L/d=200: 0.9881
Hole diameter: 100 nm
Hole length: 5000 nm
Aspect ratio L/d: 50
Temperature: 573 K
Total pressure: 1.0 Torr
Precursor molar mass: 72.09 g/mol
Mean speed: 410.2 m/s
Rms axial jump: 81.65 nm
Mean flight time: 0.2438 ns
Knudsen diffusivity: 0.1367 cm2/s
Knudsen diffusivity: 1.3675e-05 m2/s
Diffusion time L^2/(2D): 0.914 us
W of hole, long-tube formula: 0.02667
W of hole, integral equation: 0.02528
Finite-length change of W: -5.19 %
Variance share of jumps > L: 2.25 %
Assumed molecular diameter: 0.6 nm
Gas mean free path: 37099 nm
D reduction by gas collisions: 0.71 %
D reduction by molecular size: 0.60 %
Film thickness on each side: 10 nm
D reduction by film: 20.0 %
Assumed diffuse fraction: 0.95
D factor from specular part: 1.1053
Assumed binding energy: 0.30 eV
Assumed attempt rate: 1.0e+13 1/s
Wall residence time: 0.0435 ns
Tracer D factor from residence: 0.8485
Assumed reaction probability per hit: 0.0010
Reactive parameter Y: 2.7386
Reactive/inert W, diffusion estimate: 0.3556
Reactive/inert W, integral equation: 0.3355
Reactive/inert W at L/d=200, same Y: 0.3495
\end{verbatim}
